# Stretched-Exponential Threshold Shift from a Dispersive Trapping Coefficient, part 2

When a thin-film transistor is held under constant gate bias, charge caught in deep interface traps shifts its threshold voltage by $\Delta V=\Delta V_\infty(1-S)$. Here $S(t)$ is the fraction of units (electrons, or empty hole traps) not yet converted into trapped charge, $\Delta V_\infty$ is the final shift, and $t$ runs from the start of the stress. Deep traps are taken to release nothing.

The first derivation assumed first-order trapping, $dS/dt=-kS$, with coefficient $k=At^{\beta-1}$, $A>0$, $0<\beta<1$. The exposure is $u=\int_0^t k\,dt'=(t/\tau)^\beta$, so $S=e^{-u}$ and

$$\Delta V(t)=\Delta V_\infty\left\{1-\exp\left[-\left(\frac{t}{\tau}\right)^{\beta}\right]\right\},\qquad \tau=\left(\frac{\beta}{A}\right)^{1/\beta}. \tag{2}$$

In linear form this is

$$\ln\left[-\ln\left(1-\frac{\Delta V}{\Delta V_\infty}\right)\right]=\beta\ln t-\beta\ln\tau . \tag{11}$$

The second derivation seeks the power law in a microscopic picture. Conversion is brought about by mobile agents, such as a diffusing defect or impurity, which spend most of their time immobilized in shallow states. The agents are numerous, fixed in number, all free at $t=0$, and not used up. A fraction $\phi(t)$ is free at time $t$, and every unit is converted with probability $\kappa\phi(t)\,dt$ in the interval $dt$, whatever has happened to the others. This gives

$$S(t)=e^{-\kappa\Phi(t)},\qquad \Phi(t)=\int_0^t\phi(t')\,dt'. \tag{12}$$

Here $\Phi$ is the mean time an agent has spent free; it remains to be found.

The example has $\beta=0.6$, $A=2.685\times10^{-3}\ \mathrm{s^{-0.6}}$, $\tau=8.23\times10^3$ s and $\Delta V_\infty=20$ V, with $4.31\times10^{12}\ \mathrm{cm^{-2}}$ electrons available; the shift at $10^4$ s is 13.5 V. In a separate hole-trapping case, under negative gate bias and illumination, light holds the interface hole density constant, and $10^{12}\ \mathrm{cm^{-2}}$ hole traps give a final shift of $-4.64$ V.

### The mean free time of an agent

A free agent is captured at rate $c$ into one of many shallow states. Their depths $E$ are distributed as $e^{-E/k_BT_0}/(k_BT_0)$, and release from depth $E$ has the rate $r=\nu e^{-E/k_BT}$. Here $k_B$ is Boltzmann's constant, $T$ the temperature and $T_0$ the tail temperature. A release rate below $r$ means a depth above $k_BT\ln(\nu/r)$, which has probability

$$\exp\left[-\frac{T}{T_0}\ln\frac{\nu}{r}\right]=\left(\frac r\nu\right)^\beta,\qquad \beta=\frac{T}{T_0}.$$

Differentiation gives the distribution of release rates, $\rho(r)=\beta r^{\beta-1}/\nu^\beta$ for $0<r<\nu$.

Let $p(r,t)\,dr$ be the probability that an agent sits in a state with release rate between $r$ and $r+dr$. The balance of capture and release is

$$\frac{d\phi}{dt}=-c\phi+\int_0^\nu r\,p\,dr,\qquad \frac{\partial p}{\partial t}=c\rho(r)\phi-r\,p .$$

Take Laplace transforms, marked by a hat, with $\phi(0)=1$ and $p(r,0)=0$. The second equation gives $\hat p=c\rho\hat\phi/(s+r)$. Inserted in the first, it gives

$$s\hat\phi-1=-c\hat\phi\int_0^\nu\rho\left(1-\frac{r}{s+r}\right)dr=-c\,s\,\hat\phi\,I(s),\qquad I(s)=\int_0^\nu\frac{\rho(r)}{s+r}\,dr,$$

where $\int\rho\,dr=1$ was used to bring the capture term under the integral. Therefore

$$\hat\phi(s)=\frac{1}{s\,[1+cI(s)]}. \tag{13}$$

Long times correspond to small $s$. The substitution $r=sx$ gives

$$I(s)=\frac{\beta s^{\beta-1}}{\nu^\beta}\int_0^{\nu/s}\frac{x^{\beta-1}}{1+x}\,dx .$$

For $s\ll\nu$ the upper limit may be replaced by infinity. To evaluate the integral, write $1/(1+x)=\int_0^\infty e^{-(1+x)y}dy$ and integrate over $x$ first:

$$\int_0^\infty\frac{x^{\beta-1}}{1+x}dx=\Gamma(\beta)\int_0^\infty e^{-y}y^{-\beta}dy=\Gamma(\beta)\Gamma(1-\beta)=\frac{\pi}{\sin\pi\beta}.$$

The last step is the reflection formula of the gamma function. Since $\beta<1$, $cI(s)$ grows without limit as $s\to0$ and outweighs the 1 in equation (13). To leading order

$$\hat\phi\approx\frac{s^{-\beta}}{a},\qquad a=\frac{c}{\nu^\beta}\,\frac{\pi\beta}{\sin\pi\beta}. \tag{14}$$

Integration over time divides a transform by $s$, so $\hat\Phi\approx s^{-1-\beta}/a$. The transform of $t^\beta$ is $\Gamma(1+\beta)s^{-1-\beta}$. Because $\Phi$ never decreases, Karamata's Tauberian theorem allows the small-$s$ form to be read as a long-time form:

$$\Phi(t)\approx\frac{t^\beta}{a\,\Gamma(1+\beta)}. \tag{15}$$

Equation (12) then gives $S=\exp[-(t/\tau)^\beta]$ with

$$\tau^{-\beta}=\frac{\kappa}{a\,\Gamma(1+\beta)}=\frac{\kappa\,\nu^\beta\sin\pi\beta}{\pi\beta\,c\,\Gamma(1+\beta)}. \tag{16}$$

This is the result of the first derivation. The derivative of equation (15) is $\phi\approx t^{\beta-1}/[a\Gamma(\beta)]$, since $\Gamma(1+\beta)=\beta\Gamma(\beta)$. It identifies the coefficient as $k=\kappa\phi$ with $A=\kappa/[a\Gamma(\beta)]$, and $A/\beta$ then equals equation (16). A direct solution of the capture and release equations agrees with this $\phi$ within 1% at the times tested.

For the example $T=300$ K, $T_0=500$ K, $\nu=c=10^{12}\ \mathrm{s^{-1}}$ and $\kappa=500\ \mathrm{s^{-1}}$. Then

$$a=10^{12-7.2}\times\frac{0.6\pi}{\sin0.6\pi}\ \mathrm{s^{-0.4}}=1.25\times10^5\ \mathrm{s^{-0.4}}.$$

With $\Gamma(0.6)=1.489$ this gives $A=500/(1.25\times10^5\times1.489)=2.69\times10^{-3}\ \mathrm{s^{-0.6}}$, the coefficient used before. At $10^4$ s the free fraction is $k/\kappa=6.74\times10^{-5}/500\approx1.3\times10^{-7}$. Nearly all agents are then immobilized.

The states called shallow here are shallow only in the sense that they release what they capture. A state with release rate $1/t$ has the depth $k_BT\ln(\nu t)$, which is 0.95 eV at $10^4$ s in the example. The tail must stay exponential to beyond this depth for the stretched exponential to hold that long. It must also stay largely empty down to this depth, because the balance equations above let every state capture at all times. Only a fraction $e^{-0.95/0.0431}\approx3\times10^{-10}$ of the states lies deeper, so the agents, though many, must be extremely dilute among the states. If each state holds at most one agent, the shift at $10^4$ s rises from 13.5 V to about 13.9 V for one agent per $10^{10}$ states, to about 17 V for one per $10^9$, and to the full 20 V for one per $10^8$, because the free fraction stops falling once the deep states are filled. The depth of the tail matters in the same way. If the tail ended at 0.7 eV, every state would release within about a second, and the trapping coefficient would be constant from then on.

Solving equation (16) for $\tau$ shows how temperature enters:

$$\tau=\frac1\nu\left[\frac c\kappa\,\frac{\pi\beta\,\Gamma(1+\beta)}{\sin\pi\beta}\right]^{T_0/T}.$$

If $c$, $\kappa$ and $\nu$ do not depend on temperature, the factor $(c/\kappa)^{T_0/T}$ acts like thermal activation with energy $k_BT_0\ln(c/\kappa)=43.1\ \mathrm{meV}\times\ln(2\times10^9)\approx0.92$ eV. No single barrier of this height was put in. The rest of the bracket also varies with temperature and lowers the activation energy at 300 K to about 0.87 eV, and $\beta$ changes along with $\tau$.

For $T>T_0$ the integral $I(0)=\int\rho\,dr/r$ is finite. The free fraction then tends to the constant $1/[1+cI(0)]$, and with it the trapping coefficient becomes constant at long times. The approach is very slow when $T$ is only slightly above $T_0$.

### What the two routes assume

The first route needs a power-law coefficient and a rate proportional to what is left. It does not ask where the power law comes from, and $A$ and $\beta$ are parameters to be fitted. The second route derives the power law and ties $\beta$ and $\tau$ to the tail, at the price of more specific assumptions: an exponential tail that the agents do not fill, thermally activated release, $T<T_0$, and times long compared with the microscopic ones. A good fit of equation (2) to data is consistent with the first set but does not prove it, because a fixed spread of constant rates among the units can give the same curve. Nor does it establish the second set, because any other process with the same $k(t)$ gives the same curve.

Both routes assume that the coefficient is the same for every unit and does not depend on how many units have been converted. In the first this is contained in writing $k(t)$ as a function of time alone. In the second it follows from agents that are numerous, shared and not consumed.

### When the dispersive particles are themselves lost

Suppose instead that there are no separate agents. The electrons themselves move between free and shallow states, and a free electron falls into a deep trap at rate $\kappa$. Each electron now has its own history. Let $\theta$ be the time a particular electron would have spent free up to $t$ if there were no deep traps. It survives with probability $e^{-\kappa\theta}$, and the surviving fraction is the average $\langle e^{-\kappa\theta}\rangle$. With shared agents the average stands in the exponent, $e^{-\kappa\langle\theta\rangle}$, where $\langle\theta\rangle=\Phi$. The exponential is a convex function, so

$$\langle e^{-\kappa\theta}\rangle\ge e^{-\kappa\langle\theta\rangle}.$$

With equal parameters, the fraction trapped by a given time is therefore never larger when the dispersive carriers are themselves lost. The trapping rate can still be higher at late times, because more carriers are left. Electrons that sink early into deep tail states are protected, and they dominate the late survivors.

The new law follows from adding the loss $-\kappa\phi$ to the equation for the free fraction. The transform becomes

$$\hat\phi=\frac{1}{s+\kappa+s\,cI(s)}\approx\frac{1}{\kappa+a s^\beta},$$

since $s$ is negligible beside $as^\beta$ at small $s$. The surviving fraction obeys $dS/dt=-\kappa\phi$ with $S(0)=1$, so $s\hat S-1=-\kappa\hat\phi$ and

$$\hat S=\frac1s\left(1-\frac{\kappa}{\kappa+as^\beta}\right)=\frac{s^{\beta-1}}{s^\beta+\lambda},\qquad \lambda=\frac\kappa a=\Gamma(1+\beta)\,\tau^{-\beta}.$$

Expand in powers of $\lambda s^{-\beta}$ and invert term by term, using the fact that $s^{-1-j\beta}$ is the transform of $t^{j\beta}/\Gamma(1+j\beta)$:

$$S(t)=\sum_{j=0}^\infty\frac{(-\lambda t^\beta)^j}{\Gamma(1+j\beta)}=E_\beta\left[-\Gamma(1+\beta)\,u\right]. \tag{17}$$

This is the Mittag-Leffler function. Its first two terms are $1-u$, as for $e^{-u}$, so early data cannot tell the two laws apart. At late times $\hat S\approx s^{\beta-1}/\lambda$, which corresponds to a power-law tail, $S\approx\sin(\pi\beta)/(\pi\beta u)$.

If only the charge in deep traps is counted, both laws give a shift of 0.089 V at 1 s in the example. At $10^4$ s they give 13.5 V and 11.8 V, and at $10^5$ s 19.8 V and 17.6 V. When the electrons themselves are dispersive, a measured threshold can shift by much more than this, because electrons held for a long time in tail states also carry charge and do not conduct. Equation (17) also assumes tail states that are far from filled, which an accumulated channel does not satisfy. The example's $4.3\times10^{12}\ \mathrm{cm^{-2}}$ electrons in a 5 nm layer with $10^{21}$ to $10^{22}$ tail states per $\mathrm{cm^3}$ amount to $10^{-2}$ to $10^{-3}$ electrons per state. With such filling and the same $\kappa$, the deep-trap shift would exceed 13 V within 1 s. The Mittag-Leffler values therefore describe dilute carriers, and they serve here only to compare the two laws at equal parameters. The plot of equation (11) also separates the two laws. For the Mittag-Leffler law the mean slope is 0.52 between $10^3$ s and $10^4$ s and 0.38 over the next decade, while the stretched exponential keeps 0.60. Numerical solutions for shared agents and for lost carriers, computed with $\kappa=10^{-4}c$ instead of the example's $5\times10^{-10}c$, agree with their respective laws within 0.005 in the trapped fraction at $0.1\tau$, $\tau$ and $5\tau$; the values are in the numerical output.

### When light keeps supplying agents

The second route assumed that all agents start at $t=0$. If light creates them at a constant rate $G$ from $t=0$ onwards and none is removed, those created at $t'$ have the free fraction $\phi(t-t')$, and the number free at time $t$ is

$$G\int_0^t\phi(t-t')\,dt'=G\,\Phi(t)\propto t^\beta .$$

The coefficient now rises with time, and the exposure grows as $t^{1+\beta}$. The trapping law has the exponent $1+\beta=1.6$, and numerical integration gives the same value. If agents are also removed at a constant rate $1/\theta_r$ each, the number free is $G\int_0^t\phi(t')e^{-t'/\theta_r}dt'$. This tends to a constant for $t\gg\theta_r$, and the later trapping is simply exponential.

In this picture of mobile agents, the hole-trapping case with its final shift of $-4.64$ V thus follows the stretched exponential if light holds the hole density constant while the agents that set the pace are a fixed population released when the stress begins. A steady supply of agents gives a different law.

## Computed results

```
Free fraction, master equation and formula (nu = c = 1):
  beta 0.4, nu*t 1e+05: 3.4122e-04, 3.4120e-04
  beta 0.4, nu*t 1e+07: 2.1527e-05, 2.1528e-05
  beta 0.6, nu*t 1e+05: 3.3907e-03, 3.3881e-03
  beta 0.6, nu*t 1e+07: 5.3703e-04, 5.3698e-04
Trapped fraction: agents kept, stretched law | carriers lost, M-L law
  t/tau 0.1: 0.2223, 0.2221 | 0.2116, 0.2114
  t/tau 1.0: 0.6322, 0.6321 | 0.5544, 0.5544
  t/tau 5.0: 0.9277, 0.9277 | 0.7972, 0.7972
Exponent with steady generation: 1.600 (1+beta = 1.600)
Temperature: 300 K; tail temperature: 500 K
Tail energy: 43.1 meV; beta: 0.60
Release prefactor nu: 1.0e+12 1/s; capture rate c: 1.0e+12 1/s
Conversion rate kappa: 500 1/s
Coefficient A: 2.6849e-03 s^-beta
Time constant tau: 8.2296e+03 s = 2.29 h
Insulator thickness: 100 nm; relative permittivity: 3.9
Capacitance: 34.53 nF/cm^2
Initial overdrive and final shift: 20.0 V
Available electron density: 4.311e+12 cm^-2
t (s), u, k (1/s), shift (V), stepped (V), carriers-lost law (V):
  1e+00, 0.00447, 2.685e-03, 0.0893, 0.0893, 0.0892
  1e+02, 0.07092, 4.255e-04, 1.3693, 1.3693, 1.3485
  1e+03, 0.28234, 1.694e-04, 4.9197, 4.9197, 4.6590
  1e+04, 1.12402, 6.744e-05, 13.5006, 13.5006, 11.7581
  1e+05, 4.47480, 2.685e-05, 19.7721, 19.7721, 17.6083
Shift at t = tau: 12.642 V
Early power law at 100 s: 1.4184 V
Double-log slope, 1e3 to 1e4 s: 0.6000
Trapped density at 1e4 s: 2.910e+12 cm^-2
Compensating gate voltage: 13.5006 V
Hole-trap density under light: 1.0e+12 cm^-2
Final shift for those holes: -4.640 V
```
